Constant and instantaneous sources in grain-boundary diffusion: computing the slope difference

**A case that can be seen through**

Take a crystal without grain boundaries, with tracer diffusivity D, annealed for a time t. If its surface is held at concentration 1, the profile at depth y is erfc(y/2√(Dt)). If instead a thin layer holding one unit of tracer per unit area is placed on the surface, the profile is

exp(−y²/4Dt)/√(πDt) = −d/dy erfc(y/2√(Dt)).

The instantaneous-source profile is minus the depth derivative of the constant-source profile. It will be shown below that this survives when a fast grain boundary is added.

Now suppose that some constant-source signal is a pure exponential, exp(−ay). Its negative derivative is a·exp(−ay), whose logarithm has the same slope, so an analysis based on slopes could not tell the sources apart. Any difference between them must come from curvature of the logarithm.

Grain-boundary profiles are curved. Over the depths studied below their logarithm is nearly straight against y^(6/5), so try the signal exp(−g w^(6/5)), where w is a scaled depth. Its negative derivative is

(6/5) g w^(1/5) exp(−g w^(6/5)).

The factor w^(1/5) makes the instantaneous profile fall more slowly. Between w = 3 and w = 7 its logarithm rises by (1/5) ln(7/3) = 0.169, while w^(6/5) rises from 3.737 to 10.330, that is by 6.593. The slope is therefore lowered by 0.169/6.593 = 0.0257. With g = 0.764, a value computed below, the slopes are 0.764 and 0.738. The boundary product is proportional to g^(5/3), as will also be shown, so using the wrong source changes it by the factor

(0.764/0.738)^(5/3) ≈ 1.06.

The estimated error is thus several percent. The full integrals show how good it is, and whether a large penetration parameter reduces it.

**The model**

A flat boundary of width δ and diffusivity D_b stands normal to the surface, between two grains of diffusivity D. There is no segregation, neighbouring boundaries do not interact, the free surface is not itself a fast diffusion path, and the concentration is uniform across the boundary width. Let ℓ = √(Dt), with t the full annealing time, and define

η = y/ℓ,  ξ = (distance from the boundary edge)/ℓ,  τ = time/t,
Δ = D_b/D,  α = δ/(2ℓ),  β = (Δ − 1)α.

β is the penetration parameter. In the grain

c_τ = c_ξξ + c_ηη.

Half the boundary width stores tracer, conducts it along y and loses it to one grain:

(δ/2)(∂c/∂time − D_b ∂²c/∂y²) = D ∂c/∂x.

Multiplying by t/ℓ and using Dt = ℓ² gives the condition at ξ = 0:

α(c_τ − Δ c_ηη) = c_ξ.

**Constant source: Whipple's integral**

Write c = ψ + v, where ψ = erfc(η/2√τ) is the lattice profile and v is the excess due to the boundary. Since ψ_τ = ψ_ηη and ψ_ξ = 0, the condition at ξ = 0 becomes

α(v_τ − Δ v_ηη) − v_ξ = −α(ψ_ηη − Δψ_ηη) = βψ_ηη.

Take a sine transform in η (wave number k) and a Laplace transform in τ (variable p). Because v = 0 at the surface, v_ηη becomes −k²V. The sine transform Ψ of ψ obeys Ψ_τ = k − k²Ψ, where the term k comes from the surface value ψ = 1. Hence Ψ = (1 − e^(−k²τ))/k. Its time derivative k e^(−k²τ) is the transform of ψ_ηη, and the Laplace transform of that is k/(p + k²).

With q = p + k², the grain equation gives V = A exp(−ξ√q), and the boundary condition gives

[α(p + Δk²) + √q] A = βk/q.

Since α(p + Δk²) = αq + α(Δ − 1)k² = αq + βk²,

A = βk / {q[αq + βk² + √q]}.

To invert, write the reciprocal of the square bracket as ∫₀^∞ exp{−r[αq + βk² + √q]} dr. Two standard inversions are then needed at τ = 1. In time,

e^(−αrq) e^(−(ξ+r)√q)/q → e^(−k²) erfc[(ξ + r)/(2√(1 − αr))] for αr < 1, and zero otherwise.

The factor e^(−k²) comes from the shift q = p + k². In depth, with σ = 1 + βr,

(2/π)∫₀^∞ k sin(kη) e^(−σk²) dk = η e^(−η²/4σ)/(2√π σ^(3/2)),

which is minus the η-derivative of the Gaussian cosine integral. Finally β dr = dσ, and αr = (σ − 1)/(Δ − 1), so that 1 − αr = (Δ − σ)/(Δ − 1). With R = √[(Δ − 1)/(Δ − σ)],

v = (η/2√π) ∫₁^Δ σ^(−3/2) e^(−η²/4σ) erfc{(R/2)[ξ + (σ − 1)/β]} dσ.

**Instantaneous source: Suzuoka's integral**

Consider −c_η, with c the constant-source solution. It obeys the same equations in grain and boundary, because their coefficients do not depend on η. At every ξ its integral over depth is c(0) − c(∞) = 1, and as τ → 0 it gathers at the surface, so it starts as a unit layer.

Its surface flux must vanish, which requires c_ηη = 0 at η = 0. There c = 1 at all times and all ξ, so c_τ = c_ξξ = c_ξ = 0. The grain equation and the boundary condition then both give c_ηη = 0. Thus −c_η is the instantaneous-source solution, and its excess is

−v_η = (1/2√π) ∫₁^Δ σ^(−3/2)(η²/2σ − 1) e^(−η²/4σ) erfc{(R/2)[ξ + (σ − 1)/β]} dσ.

Because v vanishes at the surface and at great depth, this excess integrates to zero over η. What the boundary carries deep has been withdrawn from the near-surface layer.

**The sectioned signal and its quadrature**

Sectioning collects the tracer at one depth from both grains. The tracer inside the boundary itself is also collected, but for small α it is a minor part and is left out here. Let ierfc(z) be the integral of erfc from z to infinity. At depths of many ℓ the lattice profile ψ is negligible, so the signal is the excess alone. Integrating the excess over ξ on both sides gives

F_c(η) = (2η/√π) ∫₁^Δ σ^(−3/2) e^(−η²/4σ) ierfc[R(σ − 1)/2β] dσ/R,

F_i(η) = (2/√π) ∫₁^Δ σ^(−3/2)(η²/2σ − 1) e^(−η²/4σ) ierfc[R(σ − 1)/2β] dσ/R.

The subscripts mean constant and instantaneous. Two points arise in evaluating these integrals. First, σ spans many decades, so the variable of integration is ln σ; 500 Gauss points between 0 and ln Δ were used. Second, in the form ierfc(z) = e^(−z²)/√π − z erfc(z) the two terms are small and nearly equal at large z, so that some digits cancel in their difference. With the scaled function erfcx(z) = e^(z²) erfc(z), the exponential becomes a common factor:

ierfc(z) = e^(−z²)[1/√π − z erfcx(z)].

This form does not remove the cancellation. The bracket still loses accuracy by a factor of about 2z², much as the plain form does, but this is harmless here: even at z = 10 the factor is only 200.

As a test, the diffusion equations were solved on a two-dimensional grid for β = 20 and Δ = 401, with each source imposed through its own initial and surface conditions. At η = 4.5, 9.1 and 13.1 the signals agreed with the integrals to within 0.21 %.

**Large β: one universal curve per source**

Put σ = βs and η = √β w, so that

w = y/(ℓ√β).

For β → ∞ the lower limit in s goes to zero. If also αs ≪ 1, then R → 1, and F_c becomes

f_c(w) = (2w/√π) ∫₀^∞ s^(−3/2) e^(−w²/4s) ierfc(s/2) ds.

The instantaneous signal becomes f_i(w) = −df_c/dw, apart from a constant factor β^(−1/2) that does not affect slopes. Increasing β further stretches the depth scale but leaves these two different curves as they are.

An independent form follows from A. With k = κ/√β, q tends to p and αq is dropped. The sine inversion then gives e^(−w p^(1/4))/p for the concentration at the boundary. Integration over both grains multiplies by 2/√p, so the Laplace transform of f_c is

2p^(−3/2) exp(−w p^(1/4)).

Expanding the exponential and using p^(−a) → 1/Γ(a) at τ = 1,

f_c(w) = 2 Σₙ (−w)ⁿ/[n! Γ(3/2 − n/4)],

where 1/Γ is zero at the poles of Γ. Each w-derivative with a minus sign adds 1/4 to the power of p, so f_i has 5/4 in place of 3/2. At w = 1, 3, 6 and 10 the series and the quadrature agree to about 1 part in 10¹³.

**From slope to boundary product**

Define the two slopes

G = −d ln(signal)/d y^(6/5),  g = −d ln f/d w^(6/5).

Since y = ℓ√β w, G = g(ℓ√β)^(−6/5), and therefore β = (g/G)^(5/3)/ℓ². For Δ ≫ 1, β = δD_b/(2Dℓ). Hence

δD_b = 2Dℓβ = 2 g^(5/3) √(D/t) G^(−5/3),

because D/ℓ = √(D/t). At a given measured G, taking the constant-source g for an instantaneous source multiplies the product by (g_c/g_i)^(5/3).

The profile is not strictly a 6/5-power law, so g depends on the window of w, and w contains the unknown β. The algorithm is as follows.

1. Fit G over the measured depths.
2. Guess β and convert the depths to w.
3. Fit g to the computed f of the correct source at those same w.
4. Set β = (g/G)^(5/3)/ℓ² and return to step 2 until β settles.

The iteration settles quickly because g varies little: the local g_i stays between 0.740 and 0.759 at w = 3, 5, 7 and 10.

**What the curves give**

Least-squares fits at equally spaced depths give:

w = 2–5: g_c = 0.772, g_i = 0.744, change of product 6.5 %
w = 3–7: g_c = 0.764, g_i = 0.741, change 5.2 %
w = 3–10: g_c = 0.764, g_i = 0.745, change 4.3 %
w = 5–10: g_c = 0.765, g_i = 0.748, change 3.8 %

The hand estimate for w = 3–7 was about 6 %. It can be refined with the logarithmic slopes L_c = −d ln f_c/dw and L_i = −d ln f_i/dw. Since f_i = L_c f_c, taking minus the logarithmic derivative gives

L_i = L_c − d ln L_c/dw.

This is the curvature effect of the opening example, now for the true profile. If the local power n is defined by L_c ∝ w^(n−1), then L_c − L_i = (n − 1)/w. The computed n is 1.14 at w = 3, 1.22 at w = 7 and 1.25 at w = 10. The value 6/5 is thus an effective power for this range. Over most of w = 3–7 the true power is below 6/5, which is why the hand estimate came out slightly high.

Does a larger β help? For the window w = 3–7, with α held near 10⁻⁵, the change is 5.3 % at β = 10 and 5.2 % at every computed β from 10² to 10⁵. A large β therefore does not make the two sources interchangeable when both are read over the same window of w.

The windows must match in such a comparison. The coefficient 2g^(5/3) is 1.276 for the constant source at w = 3–7 and 1.233 for the instantaneous source at w = 5–10. Their ratio suggests 3.5 %, but part of the true difference has been hidden by the change of window.

**The deep limit**

Greater depth w does bring the sources together. For large w the inverse Laplace integral is dominated by the saddle point of p − w p^(1/4). Setting the derivative to zero gives

1 = (w/4)p^(−3/4),  p₀ = (w/4)^(4/3).

There w p₀^(1/4) = 4p₀, so the exponent is −3p₀ and the signal falls as exp[−3(w/4)^(4/3)], apart from a power of w. The deep power is 4/3. Each factor −d/dw brings down p^(1/4), so to leading order L_c = p₀^(1/4) ∝ w^(1/3), and

L_c − L_i = d ln L_c/dw = 1/(3w) = 1/(12 p₀^(3/4)).

Dividing by L_c gives a relative slope difference 1/(12p₀). The exponent 5/3 turns this into a local change of product

5/(36p₀) = 5/[36(w/4)^(4/3)].

At w = 100 this is 0.190 %, against 0.186 % from the integrals. The local change reaches one percent at w = 26.4, where the instantaneous signal is about 10⁻¹⁶ of its value at w = 3. No sectioning experiment reaches that depth.

**A worked example**

Take round values chosen for illustration, not from data on chromia or any other oxide, for a cation tracer in a dense polycrystal at 1400 K: D = 10⁻¹⁵ cm²/s, D_b = 2×10⁻¹⁰ cm²/s, δ = 1 nm and t = 10⁵ s. Then ℓ = 100 nm, α = 0.005, β = 1000 and ℓ√β = 3.16 μm. Twenty-five sections from 10 to 22 μm cover w = 3.16 to 6.96. The true product is δD_b = 2.00×10⁻¹⁷ cm³/s.

The full instantaneous-source integral gives a profile with G = 0.1871 μm^(−6/5). Then

G^(−5/3) = 16.3 μm² = 1.63×10⁻⁷ cm²,  √(D/t) = 10⁻¹⁰ cm/s.

With the coefficients for w = 3–7, which is nearly the window here:

correct source: 1.213 × 10⁻¹⁰ × 1.63×10⁻⁷ = 1.98×10⁻¹⁷ cm³/s,
wrong source: 1.276 × 10⁻¹⁰ × 1.63×10⁻⁷ = 2.08×10⁻¹⁷ cm³/s.

The iterated algorithm gives 1.982 and 2.085 in the same units, so the wrong source raises the result by 5.2 %. In the opposite case, a constant-source profile read as instantaneous, the result falls by 4.8 %.

Even the correct source leaves an error of −0.9 %. It can be traced to tracer stored in the boundary, which the limit R → 1 drops. For small α, R² ≈ 1 + αs, so the leading exponent w²/4s + s²/4 gains αs³/4. At its minimum s³ = w²/2, and the gain is αw²/8. Across the window this adds 0.005 × (48.4 − 10.0)/8 = 0.024 to the fall of the logarithm, while w^(6/5) rises by 6.27. The slope increases by 0.0038, or 0.5 %, and the product drops by 5/3 of that, about 0.9 %. The condition for the universal curves is therefore αw² ≪ 8, besides large β.

**Beside a real oxide**

These diffusivities are model values, not measurements; those of a real oxide depend on temperature, purity and oxygen activity. The depths suit a thick polycrystal. A protective scale only a few micrometres thick would bring its far interface into the problem. The instantaneous source also assumes that the deposit is used up early in the anneal. A deposit much thinner than ℓ = 100 nm meets this if its tracer enters the oxide freely. That is not enough for Suzuoka's curve, which also needs negligible diffusion along the surface. Let δ_s and D_s be the thickness and diffusivity of a surface layer. If δ_sD_s ≫ Dℓ, the mouth of the boundary is refed from the side and follows the surface level 1/√(πτ), whose transform is p^(−1/2). The signal then tends to a third curve with transform proportional to p^(−1) exp(−w p^(1/4)), that is to −df_i/dw, with g = 0.715 at w = 3–7. Reading it with g_i raises the product by about 6 %. In the worked example, with boundaries 5 μm apart, the rise is about 5 % for δ_sD_s = δD_b/100 and about 8 % for δ_sD_s = δD_b. Evaporation of the oxide, which moves the surface, is left out.

For parallel boundaries 5 μm apart, overlap of their side fields is negligible, and the mean constant-source signal is 1.5×10⁻³ to 1.2×10⁻⁵ of the surface concentration. The tracer background must lie below that. Straight boundaries running to 22 μm at this spacing describe columnar grains; in an equiaxed polycrystal of that grain size the sections lie several grains deep, and the inclined and crossing boundaries are outside the model.

Other errors can exceed the confusion of sources. In this example, with an instantaneous source correctly identified:

- If half the boundaries have D_b/2 and half 2D_b, the inferred product is 49 % above their mean, since the faster ones dominate the deep signal.
- A lattice diffusivity taken twice too large raises the product by 41 %, which is the factor √2 from √(D/t) in the formula.
- A D taken from a temperature 5 K too high, with an assumed activation energy of 3 eV, raises it by 4.5 %.
- Independent random scatter of 5 % per section gives a standard error of 1.2 %.

The source error is thus smaller than the effect of boundaries as unequal as those assumed here, but larger than the standard error caused by the random scatter. Being systematic, it does not average out over repeated profiles. It is removed by using the g of the right source over the right window, provided the real surface condition is known; for a thin deposit that includes knowing whether surface diffusion feeds the boundary. The remaining figures are in the numerical output below.

Numbers as computed

```
integrals vs 2D grid, largest difference: 0.21 %
limit functions vs series, largest difference: 1.2e-13
local values: w, g constant, g instantaneous, power, product change
     3 0.7768 0.7457 1.140 7.05 %
     5 0.7623 0.7397 1.187 5.14 %
     7 0.7629 0.7453 1.218 3.96 %
    10 0.7719 0.7589 1.248 2.87 %
window fits: w range, g const, g inst, 2g^(5/3) const, inst, change
  2-5: 0.7722 0.7436 1.300 1.221 6.51 %
  3-7: 0.7636 0.7408 1.276 1.213 5.18 %
  3-10: 0.7643 0.7452 1.278 1.225 4.29 %
  5-10: 0.7647 0.7479 1.279 1.233 3.77 %
product change for w = 3-7 at finite beta, thin boundary:
  beta = 1e+01: 5.32 %
  beta = 1e+02: 5.19 %
  beta = 1e+03: 5.18 %
  beta = 1e+04: 5.18 %
  beta = 1e+05: 5.18 %
one percent is reached at w = 26.4
signal there relative to w = 3 (instantaneous): 9.7e-17
change at w = 100: 0.1861 %, deep law 0.1900 %
D = 1.0e-15 cm2/s, Db = 2.0e-10 cm2/s, delta = 1.0 nm
t = 1.0e+05 s, sqrt(Dt) = 100.0 nm, sections: 25
alpha = 0.0050, beta = 1000.0, sqrt(Dt beta) = 3.162 um
depth 10.0 to 22.0 um, w = 3.16 to 6.96
true product = 2.000e-17 cm3/s
constant profile: G = 0.1929 um^(-6/5), fall 124x
  read as constant: 1.980e-17 cm3/s, error -0.98 %
  read as instantaneous: 1.885e-17 cm3/s, error -5.76 %
instantaneous profile: G = 0.1871 um^(-6/5), fall 107x
  read as constant: 2.085e-17 cm3/s, error +4.23 %
  read as instantaneous: 1.982e-17 cm3/s, error -0.90 %
effect of wrong source alone: +5.17 % and -4.83 %
boundary spacing 5.0 um: mean level / surface level 1.5e-03 to 1.2e-05
overlap at mid-grain, erfc: 6.2e-70
half the boundaries at Db/2, half at 2Db: +48.6 % of mean product
lattice D taken twice too large: +41.4 %
D taken 5 K too hot (3.0 eV, 1400 K): +4.5 %
5 % random scatter per section: 1.2 % standard error
```
